\section*{Bethe logarithms of hydrogen nS states and their large-n limit}

\section{Problem}

An electron in the state $nS$ of hydrogen couples to the quantized radiation field. Treat it nonrelativistically, in the dipole approximation, with a fixed point nucleus of charge 1. Hartree atomic units are used, so $c=1/\alpha$. A mode of frequency $\omega$ and polarization $\boldsymbol\epsilon$ in a volume $\mathcal V$ has squared coupling $2\pi|\mathbf p\cdot\boldsymbol\epsilon|^2/(\omega\mathcal V)$. Summing over polarizations and directions with the mode density $\mathcal V\omega^2d\omega/(2\pi c)^3$ per solid angle gives a factor $8\pi/3$, and second-order perturbation theory yields
\[
-\frac{2\alpha^3}{3\pi}\int_0^K\omega\,d\omega\sum_m\frac{|\mathbf p_{mn}|^2}{\Delta_m+\omega},\qquad \Delta_m=E_m-E_n .
\]
A free electron has the same expression with $\Delta_m=0$; that part is already in the observed mass and is subtracted. Since $1-\omega/(\Delta+\omega)=\Delta/(\Delta+\omega)$, the principal-value integral leaves, for $K\gg|\Delta_m|$,
\begin{equation}
\delta E=\frac{2\alpha^3}{3\pi}\sum_m|\mathbf p_{mn}|^2\Delta_m\ln\frac{K}{|\Delta_m|}.
\label{shift}
\end{equation}
The condition cannot hold for the whole continuum. The exact logarithm is $\ln|(K+\Delta_m)/\Delta_m|$, and with the tail (\ref{tail}) found below the dropped part $\ln(1+\Delta_m/K)$ averages to about $8/\sqrt{2K}$, or $0.04$ at $K=c^2$; it vanishes only as $K^{-1/2}$. The cutoff $K$ cancels against the high-energy part of the Lamb shift, which is not treated here. The atomic information sits in the Bethe logarithm
\begin{equation}
\ln k_0(n)=\frac{\sum_m|\mathbf p_{mn}|^2\Delta_m\ln(2|\Delta_m|)}{\sum_m|\mathbf p_{mn}|^2\Delta_m},
\label{def}
\end{equation}
where sums include the continuum and energies in the logarithm are measured in units of $\frac12$ hartree.

(a) Estimate $\ln k_0$ and its dependence on $n$ by scaling. (b) Compute it for $2S$ from the closed-form Coulomb Green function. (c) Find its limit for $n\to\infty$ by extrapolation in $1/n$.

\section{First estimate by scaling}

The denominator of (\ref{def}) follows from a double commutator. Expanding it in the state $n$ gives $\langle[p_i,[H,p_i]]\rangle=2\langle p_i(H-E_n)p_i\rangle$. With $[H,p_i]=i\partial_iV$ and $[p_i,i\partial_iV]=\partial_i^2V$, and $\nabla^2V=4\pi\delta(\mathbf r)$ for $V=-1/r$,
\begin{equation}
\sum_m|\mathbf p_{mn}|^2\Delta_m=2\pi|\psi_n(0)|^2=\frac{2}{n^3},
\label{sumrule}
\end{equation}
because $|\psi_n(0)|^2=1/(\pi n^3)$. The sum is fixed at the nucleus, which suggests large excitation energies.

For a fast final electron use a plane wave. From $\Delta\,\mathbf p_{mn}=\langle m|[H,\mathbf p]|n\rangle=i\langle m|\nabla V|n\rangle$ and the Fourier transform of $\nabla V$, of magnitude $4\pi/k$, one has $|\mathbf p|^2\simeq16\pi^2|\psi_n(0)|^2/(k^2\Delta^2)$. Multiply by $\Delta\simeq k^2/2$ and by the number of states $k^2dk/(2\pi^2)$, then divide by (\ref{sumrule}). The fraction of the sum rule in $dk$ is
\begin{equation}
T(k)\,dk=\frac{8}{\pi k^2}\,dk .
\label{tail}
\end{equation}
The density at the nucleus has cancelled, so to this order the answer does not depend on $n$. Use (\ref{tail}) down to the momentum $k_c$ at which the total fraction is one: $k_c=8/\pi\simeq2.55$. With $2\Delta\simeq k^2$,
\begin{equation}
\ln k_0\approx\int_{k_c}^\infty\frac{k_c}{k^2}\,2\ln k\,dk=2\ln k_c+2\simeq3.87 .
\label{estimate}
\end{equation}

The dependence on $n$ has two sources. At fixed $r$ the ratio $\psi_n(r)/\psi_n(0)$ solves a radial equation in which $n$ enters through the energy $-1/(2n^2)$; this gives corrections in powers of $1/n^2$. The second source is the discreteness of neighbouring levels $m=n+q$. Their gaps are $\Delta\sim q/n^3$ and their dipole lengths scale as $n^2$, so $|\mathbf p|^2=\Delta^2|\mathbf r|^2\sim n^{-2}$. Each contributes $|\mathbf p|^2\Delta\sim n^{-5}$, or $n^{-2}$ relative to (\ref{sumrule}). The terms with $q$ and $-q$ have opposite signs and cancel up to a relative remainder $1/n$, leaving $n^{-3}$ in the weights. In the numerator of (\ref{def}) the factor $\ln(2|\Delta|)$ contains $-3\ln n$, so a single pair leaves a term of order $n^{-3}\ln n$. If these logarithms cancel in the sum over all $q$, which is assumed here, the expected form is
\begin{equation}
\ln k_0(n)=L+\frac{c_2}{n^2}+\frac{c_3}{n^3}+\cdots ,
\label{series}
\end{equation}
without a term in $1/n$. This is a scaling argument, not a proof, and is tested below.

\section{Exact solution}

\subsection{Radial problem and Green function}

Let $\psi_n=R_n/\sqrt{4\pi}$, with
\[
R_n=2n^{-3/2}e^{-r/n}{}_1F_1(1-n;2;2r/n).
\]
The gradient is $\hat{\mathbf r}R_n'/\sqrt{4\pi}$. The functions $\sqrt{3/4\pi}\,\hat r_i$ are normalized P harmonics, so each component carries $1/\sqrt3$, and the three components together give
\begin{equation}
|\mathbf p_{mn}|^2=\Big|\int_0^\infty u_m f\,dr\Big|^2,\qquad f=rR_n',
\end{equation}
where $u_m$ is the normalized reduced P wave. It belongs to $h=-\frac12d^2/dr^2+1/r^2-1/r$.

Put $\kappa=\sqrt{-2E}$, $\nu=1/\kappa$ and $z=2\kappa r$. Then $(h-E)u=0$ becomes Whittaker's equation $u''=(\frac14-\nu/z+2/z^2)u$, with second index $\mu=\frac32$. The Green function, $(h-E)g=\delta(r-r')$, is regular at the origin and decays at infinity:
\begin{equation}
g=\frac{\Gamma(2-\nu)}{6\kappa}M_{\nu,3/2}(2\kappa r_<)\,W_{\nu,3/2}(2\kappa r_>).
\label{green}
\end{equation}
For the prefactor, use $M\to z^2$ and $W\to2/[\Gamma(2-\nu)z]$ at small $z$. The constant Wronskian is $MW'-M'W=-6/\Gamma(2-\nu)$; times $2\kappa$ and the prefactor it gives the derivative jump $-2$ required by $-\frac12g''$.

Define the regular solution
\[
M_E(r)=r^2e^{-\kappa r}{}_1F_1(2-\nu;4;2\kappa r),
\]
so that $M_{\nu,3/2}=4\kappa^2M_E$. Kummer's transformation shows that $M_E$ is unchanged under $\kappa\to-\kappa$; it is real for real $E$.

\emph{Poles.} Let $\nu=m+\eta$ with integer $m\ge2$, and $N=m-2$. Then $\Gamma(2-\nu)\simeq-(-1)^N/(N!\,\eta)$, while $W$ becomes $(-1)^N\frac{(m+1)!}{6}M_{m,3/2}$. Hence
\[
g\simeq-\frac{16\kappa^4}{36\kappa}\,\frac{(m+1)!}{(m-2)!}\,\frac{M_EM_E}{\eta}.
\]
Since $d\nu/dE=\nu^3$, $\eta=m^3(E-E_m)$. With $\kappa=1/m$ and $(m+1)!/(m-2)!=m(m^2-1)$,
\begin{equation}
g\simeq\frac{w_m M_EM_E}{E_m-E},\qquad w_m=\frac{4(m^2-1)}{9m^5}.
\label{pole}
\end{equation}

\emph{Cut.} For $E=k^2/2$ the discontinuity of $g$ is $2\pi i$ times the product of two energy-normalized regular waves, whose amplitude at large $r$ is $\sqrt{2/(\pi k)}$. The large-argument form of ${}_1F_1$ gives $M_E$ the amplitude $3e^{-\pi/2k}/(k^2|\Gamma(2+i/k)|)$. The weight of $M_EM_E$ is the squared ratio. With $|\Gamma(2+i/k)|^2=(1+k^{-2})(\pi/k)/\sinh(\pi/k)$,
\begin{equation}
w(E)=\frac{2k^3}{9\pi}e^{\pi/k}|\Gamma(2+i/k)|^2
=\frac{4(1+k^2)}{9(1-e^{-2\pi/k})}.
\label{cut}
\end{equation}
Thus $|\mathbf p|^2$, or its density in energy, is $w A^2$ with $A=\int_0^\infty fM_E\,dr$.

\subsection{The source has two components}

Let $a=1/n$, $x=2ar$, and
\[
\varphi_j=N_jx^2e^{-x/2}L_j^{(3)}(x),\qquad N_j^2=\frac{j!}{(j+3)!}.
\]
These Sturmian functions obey $\int\varphi_i\varphi_j\,dr/r=\delta_{ij}$. The product $rf$ is $r^2e^{-r/n}$ times a polynomial of degree $n-1$, hence a finite sum: $f=\sum_j s_j\varphi_j/r$, with $s_j=\int\varphi_jf\,dr$.

Integrating the series of $R_n$ term by term gives
\[
I(s)=\int_0^\infty rR_ne^{-sr}dr=2a^{3/2}\frac{(s-a)^{n-1}}{(s+a)^{n+1}} .
\]
Because $na=1$, $I'=2(1-s)I/(s^2-a^2)$. One more derivative gives
\[
I''=\frac{4-12s+6s^2+2a^2}{(s^2-a^2)^2}\,I .
\]
Integration by parts then yields
\begin{equation}
\int_0^\infty r^3R_n'e^{-sr}dr=3I'+sI''
=I\,\frac{4s(1+2a^2)-6(s^2+a^2)}{(s^2-a^2)^2}.
\label{laplace}
\end{equation}
The generating function $\sum_jt^jL_j^{(3)}(x)=(1-t)^{-4}e^{-xt/(1-t)}$ turns the overlaps into (\ref{laplace}) at $s=a(1+t)/(1-t)$:
\[
\sum_jt^j\frac{s_j}{N_j}=\frac{4a^2}{(1-t)^4}(3I'+sI'').
\]
Here $s-a=2at/(1-t)$ and $s+a=2a/(1-t)$, so $I=t^{n-1}(1-t)^2/(2\sqrt a)$ and $(s^2-a^2)^2=16a^4t^2/(1-t)^4$. The numerator in (\ref{laplace}) is $4a[(1+2a^2)(1-t^2)-3a(1+t^2)]/(1-t)^2$. All powers of $1-t$ cancel:
\[
\sum_jt^j\frac{s_j}{N_j}=\frac{t^{n-3}}{2a^{3/2}}\big[(1-a)(1-2a)-(1+a)(1+2a)t^2\big].
\]
Inserting $N_{n-3}^2=a^3/[(1-a)(1-2a)]$ and $N_{n-1}^2=a^3/[(1+a)(1+2a)]$ gives
\begin{equation}
\begin{aligned}
s_{n-3}&=\tfrac12\sqrt{(1-a)(1-2a)},\\
s_{n-1}&=-\tfrac12\sqrt{(1+a)(1+2a)},
\end{aligned}
\label{source}
\end{equation}
and zero otherwise. For $n=1,2$ the first component is absent.

\subsection{Recurrence for the amplitude}

With $v_j=\int\varphi_jM_E\,dr/r$, the finite expansion of $f$ gives
\begin{equation}
A=s_{n-3}v_{n-3}+s_{n-1}v_{n-1}.
\end{equation}
The Laguerre equation implies $(h-E_n)\varphi_j=a(j+2-n)\varphi_j/r$. Project $(h-E)M_E=0$ on $\varphi_j$ and move $h$ to the left; boundary terms vanish. With $h-E=h-E_n-\Delta$, this reads
\[
a(j+2-n)v_j=\Delta\int\varphi_jM_E\,dr .
\]
On the right write $\varphi_j=x\varphi_j/(2ar)$ and use
\[
x\varphi_j=(2j+4)\varphi_j-\beta_j\varphi_{j+1}-\beta_{j-1}\varphi_{j-1},
\]
where $\beta_j=\sqrt{(j+1)(j+4)}$. Solving for $v_{j+1}$,
\begin{equation}
\beta_jv_{j+1}=\Big[2j+4-\frac{2a^2(j+2-n)}{\Delta}\Big]v_j-\beta_{j-1}v_{j-1}.
\label{recurrence}
\end{equation}
The start is an elementary integral, done term by term and continued analytically in $\kappa$:
\begin{align}
v_0&=\frac{4a^2}{\sqrt6}\int_0^\infty r^3e^{-(a+\kappa)r}{}_1F_1(2-\nu;4;2\kappa r)\,dr\notag\\
&=\frac{4\sqrt6\,a^2}{(a+\kappa)^4}\Big(\frac{a-\kappa}{a+\kappa}\Big)^{\nu-2}
=\frac{4\sqrt6\,a^2}{(2\Delta)^2}\,Q,
\label{start}
\end{align}
where $a^2-\kappa^2=2\Delta$ and $Q=[(a-\kappa)/(a+\kappa)]^\nu$. For a bound state $Q=[(m-n)/(m+n)]^m$. For the continuum, $\kappa=-ik$ gives $Q=\exp[-(2/k)\arctan(kn)]$.

The state $m=n$ is omitted: $\mathbf p_{mn}=i\Delta_m\mathbf r_{mn}$ vanishes there. States with $2\le m<n$ have negative $\Delta_m$ and enter with $\ln|\Delta_m|$.

\subsection{The 2S state}

For $n=2$, $a=\frac12$ and $s_1=-\sqrt3/2$. In (\ref{recurrence}) with $j=0$ the term in $1/\Delta$ vanishes, and $\beta_0=2$ gives $v_1=2v_0$. Since $v_0=\sqrt6\,Q/(4\Delta^2)$, $A^2=3v_0^2=9Q^2/(8\Delta^4)$. Hence
\begin{align}
|\mathbf p_m|^2&=\frac{m^2-1}{2m^5\Delta_m^4}\Big(\frac{m-2}{m+2}\Big)^{2m},\label{twobound}\\
\frac{d|\mathbf p|^2}{dE}&=\frac{1+k^2}{2\Delta^4}\,\frac{e^{-(4/k)\arctan 2k}}{1-e^{-2\pi/k}},\quad \Delta=\frac{1+4k^2}{8}.\label{twocont}
\end{align}
For $m=3$, $\Delta=0.069444$ hartree and $|\mathbf p|^2=0.045298$. Its share of the sum rule $2/n^3=\frac14$ is $4\times0.045298\times0.069444=0.012583$. All bound states together supply $0.026434$, the continuum $0.973566$.

The logarithm is $4\sum|\mathbf p|^2\Delta\ln(2\Delta)$, summed over (\ref{twobound}) and integrated over (\ref{twocont}) with $dE=k\,dk$:
\begin{equation}
\ln k_0(2S)=-0.046468+2.858238=2.811770 .
\end{equation}
The bound part is negative because $2\Delta_m<\frac14$. The mean excitation energy is $k_0=\frac12e^{2.811770}=8.3197$ hartree, or $226.39$ eV, far above the 2S binding energy of $\frac18$ hartree. By (\ref{shift}) and (\ref{sumrule}), the Bethe logarithm contributes $-4\alpha^3\ln k_0/(3\pi n^3)=-381.40$ MHz to the 2S level. This is one term of the shift, not the measured Lamb shift.

An independent diagonalization of $h$ in a finite set of exponentials, which uses neither (\ref{green}) nor (\ref{recurrence}), gives $2.811760$ for 2S and $2.767654$ for 3S. The latter differs by $10^{-5}$ from the Green-function value $2.767664$ and includes the lower level $2P$.

\subsection{The limit of large n}

For other $n$ the recurrence is evaluated numerically. Bound levels are summed to $m=20\,000$; beyond, the contribution per level falls as $m^{-3}$ and the sum is replaced by an integral. The continuum is integrated in $\ln k$. Both (\ref{sumrule}) and $\sum|\mathbf p|^2=\langle p^2\rangle=1/n^2$, from the virial theorem, are tested for every $n$ used. Some values are
\[
\begin{array}{cc@{\qquad}cc}
n&\ln k_0&n&\ln k_0\\
1&2.984129&8&2.730267\\
3&2.767664&16&2.724679\\
4&2.749812&32&2.723177
\end{array}
\]

If (\ref{series}) holds, the combination $[4\ln k_0(2n)-\ln k_0(n)]/3$ removes $c_2$. The pairs $(8,16)$ and $(16,32)$ give
\begin{align}
\frac{4(2.7246794)-2.7302673}{3}&=2.722817,\\
\frac{4(2.72317724)-2.72467936}{3}&=2.722677 .
\end{align}
The remaining leading error falls by $2^3$ on doubling $n$. Removing it as well gives $[8(2.722677)-2.722817]/7=2.722657$.

A fit with the powers $0,2,3,\ldots,7$ of $1/n$ to seven values between $n=8$ and $n=40$, which has as many coefficients as values and so passes through all of them, gives
\begin{equation}
L=2.722654,\qquad c_2=0.5536,\qquad c_3=-0.599 .
\end{equation}
Thus the limit is $2.72265$ to five decimals. The fit predicts $2.722709102$ for $n=100$, which was not used in it; direct evaluation gives the same nine decimals. When a linear term takes the place of the power 7, its coefficient is $6\times10^{-8}$ and the limit changes by about $10^{-8}$. When $n^{-3}\ln n$ takes that place instead, its coefficient is about $-2\times10^{-4}$, small beside $c_3$, in line with the assumed cancellation of the logarithms. These tests support (\ref{series}) without proving it. The series is for large $n$: using $n=3$ to $8$ alone still gives $2.722655$, but a single correction $c_2/n^2$ is poor at small $n$: at $n=2$ the next term, $c_3/n^3$, is still about half as large.

\section{Comparison}

The estimate (\ref{estimate}) gives $3.87$, against $2.81$ for 2S. It is too large by $1.06$, so $k_0$ is overestimated by a factor of about $2.9$. It has the right order of magnitude but cannot serve as a precise value.

The sign of the error can be derived. Let $D(k)$ be the true fraction of the 2S sum rule per unit $k$, equal to $4k\Delta$ times (\ref{twocont}). Divided by the plane-wave tail (\ref{tail}), it is
\[
\frac{D}{T}=\frac{64k^4(1+k^2)}{(1+4k^2)^3}\;
\frac{2\pi/k}{1-e^{-2\pi/k}}\;e^{-(4/k)\arctan2k}.
\]
The first factor is at most $1+1/(4k^2)\le e^{1/(4k^2)}$. The second is at most $e^{\pi/k}$, because $y/(1-e^{-y})=e^{y/2}(y/2)/\sinh(y/2)$. In the third, $\arctan2k\ge\pi/2-1/(2k)$. Therefore
\begin{equation}
\frac{D}{T}\le\exp\Big(-\frac{\pi}{k}+\frac{9}{4k^2}\Big),
\end{equation}
which is below one for $k>9/(4\pi)\simeq0.72$, and so for all $k>k_c$. The weight missing there must lie at lower momentum or in bound states, all with smaller excitation energy than $k_c$ implies. The estimate also replaced $2\Delta=k^2+\frac14$ by $k^2$, which lowers it by at most $\int_{k_c}^\infty T\,dk/(4k^2)=1/(12k_c^2)\simeq0.013$. This is outweighed: between $2k_c$ and $4k_c$ the tail $T$ holds weight $\frac14$, the bound keeps $D/T$ below $0.76$, and the missing weight loses more than $1.3$ in the logarithm on moving below $k_c$, a reduction of more than $0.07$. The sharp cutoff thus overestimates the logarithm. At large $k$ the ratio is $1-\pi/k+O(k^{-2})$: the correction dies out slowly, so (\ref{tail}) is a crude guide near $k_c$. Its origin is the replacement of $\psi_n(r)$ by $\psi_n(0)$. With a plane wave and $G=\psi_n(r)/\psi_n(0)$, the matrix element of $\nabla V$ is proportional to $\int_0^\infty j_1(kr)G\,dr=k^{-1}\big[1+\int_0^\infty j_0(kr)G'\,dr\big]$. The cusp gives $G'(0)=-1$, and $\int_0^\infty j_0(kr)\,dr=\pi/(2k)$, so the bracket tends to $1-\pi/(2k)$. Its square supplies the whole term $-\pi/k$, and Coulomb distortion of the final wave leaves no net term of order $1/k$.

The scaling argument does better for the dependence on $n$. From 2S to the limit $\ln k_0$ falls by $0.089$, small beside its value, as expected when $|\psi_n(0)|^2$ cancels. The fitted $c_2$ and $c_3$ are of order one, and no linear term is seen.

For nuclear charge $Z$, lengths scale as $1/Z$ and energies as $Z^2$; the same numbers hold if energies in the logarithm are measured in $Z^2/2$ hartree. The treatment requires $Z\alpha\ll1$. At momenta near $1/\alpha$ the nonrelativistic dipole form fails, and the tail beyond belongs to the relativistic calculation. Nuclear recoil and finite nuclear size are also outside these values. The numerical output gives the remaining digits and checks.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Green function at r=1.5, r'=3 bohr, E=-0.3 hartree (atomic units):
  closed form 0.790463, finite differences 0.790466
2S to mP: gap (hartree), |p|^2 (a.u.), share of sum rule
  m=3: 0.069444  0.045298  0.012583
  m=4: 0.093750  0.014451  0.005419
  m=5: 0.105000  0.006604  0.002774
  m=6: 0.111111  0.003605  0.001602
2S sum of |p|^2 (a.u.): 0.25000000
2S sum of |p|^2 gap (a.u.): 0.25000000
2S bound share of sum rule: 0.026434
2S continuum share of sum rule: 0.973566
2S bound part of ln k0: -0.046468
2S continuum part of ln k0: 2.858238
Bethe logarithms ln k0(nS), dimensionless:
  n=  1: 2.984128556
  n=  2: 2.811769893
  n=  3: 2.767663612
  n=  4: 2.749811840
  n=  5: 2.740823728
  n=  6: 2.735664207
  n=  7: 2.732429129
  n=  8: 2.730267261
  n= 12: 2.726179341
  n= 16: 2.724679356
  n= 20: 2.723967084
  n= 24: 2.723573874
  n= 32: 2.723177239
  n= 40: 2.722991205
  n=100: 2.722709102
Diagonalization check: 2S 2.811760, 3S 2.767654
2S mean excitation energy k0: 8.31967 hartree = 226.390 eV
2S Bethe-logarithm term of the shift: -381.399 MHz
Extrapolation points n: 8 12 16 20 24 32 40
Limit for large n: 2.72265434
Coefficient of 1/n^2: 0.55359
Coefficient of 1/n^3: -0.5991
Series prediction for n=100: 2.722709102
With a free 1/n term: limit 2.72265433, its coefficient 6.2e-08
Limit from n=3 to 8 only: 2.722655
\end{verbatim}
